# From the Kubo Bubble to Boltzmann Conductivity in Weak Disorder: a program that tests the result

```python
"""
Result under test: for site-uncorrelated weak disorder in one band, the Kubo
bubble (2 e^2 hbar/pi) <v_x^2 (Im G)^2> tends to the Boltzmann conductivity
2 e^2 tau Phi(mu), with tau = hbar/(2 Gamma), and the vertex correction is zero.
Gamma: minus the imaginary part of the retarded self-energy.
Phi(E): zone average of v_x^2 delta(E - band energy); N(E): density of states
per site and spin; u2: variance of the site energies; mu: Fermi energy.
Model: simple cubic band -2(cos kx + cos ky + cos kz).
Internal units: hopping = lattice constant = hbar = e = 1; the internal
conductivity is per spin.
"""
import numpy as np
from scipy.constants import e as charge, hbar

MU = 1.0


def surface_quantities(energy, n=1500):
    """Filling and Phi, with the kx integral done on the Fermi surface."""
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    cos_kx = np.clip(-energy / 2 - c[:, None] - c[None, :], -1, 1)
    filling = np.mean(np.arccos(cos_kx)) / np.pi
    phi = 2 * np.mean(np.sqrt(1 - cos_kx**2)) / np.pi
    return filling, phi


def octant(n):
    """Band energies and v_x^2 on a midpoint grid in one zone octant."""
    k = (np.arange(n) + 0.5) * np.pi / n
    c = np.cos(k)
    band = -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
    return band, (4 * np.sin(k)**2)[:, None, None]


def bubble(band, v2, energy, gamma):
    im_g = -gamma / ((energy - band)**2 + gamma**2)
    return np.mean(v2 * im_g**2) / np.pi


def self_consistent_born(band, u2, z):
    sigma = -0.1j
    for _ in range(40):
        new = u2 * np.mean(1 / (z - sigma - band))
        change = abs(new - sigma)
        sigma = new
        if change < 1e-9:
            break
    assert change < 1e-7
    return sigma


# Fermi-surface quantities and energy derivatives
filling, phi = surface_quantities(MU)
step = 0.05
dos = (surface_quantities(MU + step)[0]
       - surface_quantities(MU - step)[0]) / (2 * step)
step = 0.2
phi_second = (surface_quantities(MU + step)[1] - 2 * phi
              + surface_quantities(MU - step)[1]) / step**2
coefficient = phi_second / (2 * phi)

# Bubble by direct k-sum against Boltzmann, at two broadenings
band, v2 = octant(160)
deviation, ra_deviation = {}, {}
for gamma in (0.2, 0.1):
    boltz = phi / (2 * gamma)
    deviation[gamma] = bubble(band, v2, MU, gamma) / boltz - 1
    ra = np.mean(v2 / ((MU - band)**2 + gamma**2)) / (2 * np.pi)
    ra_deviation[gamma] = ra / boltz - 1
# The cubic remainder is removed by linear extrapolation of deviation/gamma^2
measured = 2 * deviation[0.1] / 0.1**2 - deviation[0.2] / 0.2**2
assert abs(deviation[0.1]) < 2e-3
assert abs(measured / coefficient - 1) < 0.10
assert 1.7 < ra_deviation[0.2] / ra_deviation[0.1] < 2.3

# Worked example
hop_ev, lattice, width = 1.0, 0.3e-9, 1.5
u2 = width**2 / 12
gamma_ex = np.pi * u2 * dos
boltz_ex = phi / (2 * gamma_ex)
bubble_ex = bubble(band, v2, MU, gamma_ex)
assert abs(bubble_ex / boltz_ex - 1) < 2e-3
small_band, small_v2 = octant(96)
gamma_scba = -self_consistent_born(small_band, u2, MU).imag
assert abs(gamma_scba / gamma_ex - 1) < 0.06  # differs at next order in u2
to_si = 2 * charge**2 / (hbar * lattice)
sigma_b, sigma_k = to_si * boltz_ex, to_si * bubble_ex
tau = hbar / (2 * gamma_ex * hop_ev * charge)
speed = np.sqrt(3 * phi / dos) * hop_ev * charge * lattice / hbar
path = speed * tau

# Vanishing vertex for uncorrelated disorder in a band without inversion
k = 2 * np.pi * np.arange(96) / 96
kx, ky, kz = k[:, None, None], k[None, :, None], k[None, None, :]
skew = 0.5
odd_band = (-2 * (np.cos(kx) + np.cos(ky) + np.cos(kz))
            - skew * np.sin(2 * kx + ky))
odd_v = 2 * np.sin(kx) - 2 * skew * np.cos(2 * kx + ky)
weight = 1 / ((MU - odd_band)**2 + 0.3**2)
vertex_zero = np.mean(odd_v * weight) / np.mean(abs(odd_v) * weight)
asymmetry = np.mean(odd_v**3 * weight) / np.mean(abs(odd_v)**3 * weight)
assert abs(vertex_zero) < 1e-3
assert abs(asymmetry) > 1e-2  # the band really lacks k -> -k symmetry

# Counterexample: neighbouring site energies are correlated
corr, gamma_c, n = 0.1, 0.1, 128
k = 2 * np.pi * np.arange(n) / n
c = np.cos(k)
full_band = -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
vx = 2 * np.sin(k)[:, None, None]
u2_c = gamma_c / (np.pi * dos * (1 + corr * MU**2 / 6))
correlator = np.zeros((n, n, n))
correlator[0, 0, 0] = u2_c
for s in (1, -1):
    correlator[s, 0, 0] = correlator[0, s, 0] = correlator[0, 0, s] = u2_c * corr
source = vx / ((MU - full_band)**2 + gamma_c**2)
rung = np.fft.fftn(correlator * np.fft.ifftn(source)).real
lam_numeric = np.mean(rung * vx) / np.mean(vx**2)
lam_formula = corr * phi / (2 * dos * (1 + corr * MU**2 / 6))
assert np.max(abs(rung - lam_numeric * vx)) < 1e-3
# The finite broadening shifts the numerical rung by a few per cent
assert abs(lam_numeric / lam_formula - 1) < 0.08
del source, rung, correlator, full_band

# Actual disordered lattices: every vertex and crossed diagram is included
L, eta, sample_width, batches = 8, 0.1, 2.0, 6
rng = np.random.default_rng(7)
one = np.eye(L)
shift = np.roll(one, 1, axis=0)


def ring(twist):
    p = np.exp(1j * twist / L) * shift
    return -(p + p.conj().T), -1j * (p - p.conj().T)


def sample_conductivity(twists):
    (hx, velocity), (hy, _), (hz, _) = [ring(q) for q in twists]
    h = (np.kron(hx, np.eye(L * L)) + np.kron(one, np.kron(hy, one))
         + np.kron(np.eye(L * L), hz))
    site = sample_width * (rng.random(L**3) - 0.5)
    g = np.linalg.inv((MU + 1j * eta) * np.eye(L**3) - h - np.diag(site))
    im_g = (g - g.conj().T) / 2j
    vg = (velocity @ im_g.reshape(L, -1)).reshape(L**3, L**3)
    return np.sum(vg * vg.T).real / (np.pi * L**3)


angles = (np.pi / 4, 3 * np.pi / 4)  # other signs follow by reflection
means = [np.mean([sample_conductivity((a, b, d))
                  for a in angles for b in angles for d in angles])
         for _ in range(batches)]
sample_mean = np.mean(means)
sample_error = np.std(means, ddof=1) / np.sqrt(batches)
self_energy = self_consistent_born(small_band, sample_width**2 / 12, MU + 1j * eta)
total_gamma = eta - self_energy.imag
sample_bubble = bubble(small_band, small_v2, MU - self_energy.real, total_gamma)
clean = bubble(small_band, small_v2, MU, eta)
# Crossed diagrams, finite size and sampling leave a few per cent
assert abs(sample_mean / sample_bubble - 1) < 0.05

print("MODEL (hopping = lattice constant = hbar = e = 1 unless a unit is given)")
print(f"hopping = {hop_ev:.1f} eV; lattice constant = {lattice*1e9:.1f} nm")
print(f"Fermi energy mu = {MU*hop_ev:.1f} eV; disorder width = {width*hop_ev:.1f} eV")
print(f"filling per site and spin = {filling:.4f}")
print(f"density of states N(mu) = {dos:.4f} per hopping, site and spin")
print(f"transport function Phi(mu) = {phi:.5f} model units")
print(f"second derivative of Phi = {phi_second:.4f} model units")
print("BUBBLE AGAINST BOLTZMANN")
for gamma in (0.2, 0.1):
    print(f"Gamma = {gamma:.1f} hopping: bubble/Boltzmann - 1 = {deviation[gamma]:.3e}")
    print(f"  same with the retarded-advanced part only = {ra_deviation[gamma]:.3e}")
print(f"coefficient of Gamma^2: k-sum {measured:.4f}, formula {coefficient:.4f}")
print("WORKED EXAMPLE")
print(f"site-energy variance = {u2*hop_ev**2:.4f} eV^2")
print(f"Gamma, Born = {gamma_ex*hop_ev*1e3:.2f} meV")
print(f"Gamma, self-consistent Born = {gamma_scba*hop_ev*1e3:.2f} meV")
print(f"relaxation time = {tau*1e15:.3f} fs")
print(f"conductivity, Boltzmann = {sigma_b:.5e} S/m")
print(f"conductivity, Kubo bubble = {sigma_k:.5e} S/m")
print(f"resistivity, Boltzmann = {1e8/sigma_b:.3f} microohm cm")
print(f"resistivity, Kubo bubble = {1e8/sigma_k:.3f} microohm cm")
print(f"bubble/Boltzmann - 1 = {bubble_ex/boltz_ex-1:.3e}")
print(f"Gamma^2 formula for this difference = {coefficient*gamma_ex**2:.3e}")
print(f"rms Fermi speed = {speed:.4e} m/s")
print(f"mean free path (rms speed times tau) = {path*1e9:.3f} nm")
print(f"resistivity times mean free path = {path/sigma_b:.4e} ohm m^2")
print("VERTEX CORRECTION")
print(f"uncorrelated, band without inversion: normalized vertex = {vertex_zero:.1e}")
print(f"  normalized third velocity moment of that band = {asymmetry:.4f}")
print(f"neighbour correlation c = {corr:.1f}; Gamma = {gamma_c:.1f} hopping")
print(f"  lambda: convolution {lam_numeric:.4f}, formula {lam_formula:.4f}")
print(f"  transport time / lifetime, from formula = {1/(1-lam_formula):.4f}")
print("DISORDERED LATTICES (conductivity per spin in e^2/(hbar a))")
print(f"sites = {L**3}; samples = {8*batches}; width = {sample_width:.1f} hopping")
print(f"added broadening eta = {eta:.1f}; total Gamma = {total_gamma:.4f} hopping")
print(f"sample average = {sample_mean:.4f} +/- {sample_error:.4f}")
print(f"bubble = {sample_bubble:.4f}; without disorder = {clean:.4f}")
print(f"sample average / bubble = {sample_mean/sample_bubble:.4f}")
print("success")
```

Running it gives:

```
MODEL (hopping = lattice constant = hbar = e = 1 unless a unit is given)
hopping = 1.0 eV; lattice constant = 0.3 nm
Fermi energy mu = 1.0 eV; disorder width = 1.5 eV
filling per site and spin = 0.6428
density of states N(mu) = 0.1432 per hopping, site and spin
transport function Phi(mu) = 0.31032 model units
second derivative of Phi = -0.0480 model units
BUBBLE AGAINST BOLTZMANN
Gamma = 0.2 hopping: bubble/Boltzmann - 1 = -2.853e-03
  same with the retarded-advanced part only = -5.873e-02
Gamma = 0.1 hopping: bubble/Boltzmann - 1 = -7.436e-04
  same with the retarded-advanced part only = -3.009e-02
coefficient of Gamma^2: k-sum -0.0774, formula -0.0774
WORKED EXAMPLE
site-energy variance = 0.1875 eV^2
Gamma, Born = 84.33 meV
Gamma, self-consistent Born = 82.62 meV
relaxation time = 3.903 fs
conductivity, Boltzmann = 2.98575e+06 S/m
conductivity, Kubo bubble = 2.98416e+06 S/m
resistivity, Boltzmann = 33.492 microohm cm
resistivity, Kubo bubble = 33.510 microohm cm
bubble/Boltzmann - 1 = -5.323e-04
Gamma^2 formula for this difference = -5.506e-04
rms Fermi speed = 1.1623e+06 m/s
mean free path (rms speed times tau) = 4.536 nm
resistivity times mean free path = 1.5192e-15 ohm m^2
VERTEX CORRECTION
uncorrelated, band without inversion: normalized vertex = -2.2e-07
  normalized third velocity moment of that band = -0.1030
neighbour correlation c = 0.1; Gamma = 0.1 hopping
  lambda: convolution 0.1034, formula 0.1066
  transport time / lifetime, from formula = 1.1193
DISORDERED LATTICES (conductivity per spin in e^2/(hbar a))
sites = 512; samples = 48; width = 2.0 hopping
added broadening eta = 0.1; total Gamma = 0.2411 hopping
sample average = 0.6573 +/- 0.0027
bubble = 0.6439; without disorder = 1.5505
sample average / bubble = 1.0208
success
```
